# Oxygen-vacancy segregation to grain boundaries: why the Boltzmann factor multiplies odds

## Problem

A polycrystalline oxide film has been held at $T=900$ K until its oxygen vacancies have reached equilibrium. In the interior of the grains, a fraction $x_b=0.0001$ of the oxygen sites is then vacant. The vacancies are neutral. Moving one from a bulk site to a grain-boundary site lowers the energy by $E_s=0.5$ eV, the segregation energy.

(a) What fraction $x_g$ of the grain-boundary oxygen sites is vacant?

(b) Suppose instead that 0.0001 is the vacancy fraction averaged over the whole film, which exchanges no oxygen with its surroundings. The grains are square columns that repeat every 10 nm in both lateral directions, and this 10 nm includes one boundary 0.5 nm wide. What is $x_g$ now?

Take all boundary sites to be equivalent, and likewise all bulk sites. A site holds either an oxygen ion or one vacancy. Apart from this exclusion the vacancies do not interact, and segregation changes no vibrational entropy. Energies are in eV, and $k$ is the Boltzmann constant.

## A tempting solution

A boundary site is lower in energy than a bulk site by $E_s$, so a vacancy is more likely to be found there by the Boltzmann factor. This suggests

$$x_g = x_b\,e^{E_s/kT}\qquad\text{(wrong in general)}.$$

At 900 K, $kT=0.07756$ eV, so $E_s/kT=6.447$ and $e^{E_s/kT}=630.8$. The result is

$$x_g=0.0001\times 630.8=0.0631 .$$

The number looks reasonable, but the formula cannot be right. It exceeds one as soon as $e^{E_s/kT}>1/x_b$, that is, when

$$E_s>kT\ln(10^4)=0.07756\times 9.210\ \text{eV}\approx 0.714\ \text{eV}.$$

A somewhat stronger binding at the same temperature and bulk occupancy would therefore give more vacancies than there are boundary sites.

## Where the fault lies

The Boltzmann factor compares the probabilities of two complete configurations of the crystal. Choose one bulk site and one boundary site, and leave all other sites unchanged. The two configurations to compare are:

- A: the bulk site is vacant and the boundary site holds an oxygen ion;
- B: the bulk site holds an oxygen ion and the boundary site is vacant.

They contain the same number of vacancies, and B is lower in energy by $E_s$. Hence

$$\frac{P(B)}{P(A)}=e^{E_s/kT}.$$

In a large crystal of non-interacting vacancies the two sites are statistically independent, as the counting below confirms in its result. Each probability is then a product of two factors:

$$P(A)=x_b(1-x_g),\qquad P(B)=(1-x_b)x_g .$$

The tempting solution kept $x_b$ and $x_g$ but dropped the factors $1-x_g$ and $1-x_b$. The second is harmless here, since the bulk is nearly full of oxygen. The first is the probability that the boundary site still has an oxygen ion to give up. It falls as the boundary fills with vacancies, and it is what keeps $x_g$ below one.

With both factors restored,

$$\boxed{\frac{x_g}{1-x_g}=\frac{x_b}{1-x_b}\,e^{E_s/kT}}$$

This is the Langmuir–McLean law. The Boltzmann factor multiplies the odds of finding a vacancy, $x/(1-x)$, and not the occupancy $x$ itself.

## The law from counting

The independence of the two sites need not be taken on trust. Let there be $N_b$ bulk sites, $N_g$ boundary sites and $n$ vacancies in all, of which $j$ are in the boundary. The number of arrangements with this $j$ is

$$W(j)=\binom{N_g}{j}\binom{N_b}{n-j}.$$

Relative to $j=0$ the energy is $-jE_s$, so the statistical weight is $w(j)=W(j)\,e^{jE_s/kT}$. To find how it varies, use

$$\binom{N_g}{j+1}\Big/\binom{N_g}{j}=\frac{N_g-j}{j+1},\qquad
\binom{N_b}{n-j-1}\Big/\binom{N_b}{n-j}=\frac{n-j}{N_b-n+j+1}.$$

Multiplying these and the extra Boltzmann factor gives

$$\frac{w(j+1)}{w(j)}=\frac{(N_g-j)(n-j)}{(j+1)(N_b-n+j+1)}\,e^{E_s/kT}.$$

As $j$ grows, the numerator falls and the denominator rises. The ratio therefore decreases steadily, and the weight has a single peak, where the ratio passes through one. For large numbers the added ones can be dropped, and at the peak

$$j(N_b-n+j)=(N_g-j)(n-j)\,e^{E_s/kT}.$$

Now divide by $N_gN_b$. With $x_g=j/N_g$ and $x_b=(n-j)/N_b$, this becomes

$$x_g(1-x_b)=(1-x_g)x_b\,e^{E_s/kT},$$

which is the boxed law.

The peak is the most probable value, whereas an occupancy is a mean. To connect them, multiply the ratio equation by its denominator and by $w(j)$, then sum over $j$. After relabelling $j+1$ as $j$ on the left, the result is

$$\langle j(N_b-n+j)\rangle=e^{E_s/kT}\langle (N_g-j)(n-j)\rangle .$$

No end terms are lost: the left-hand summand vanishes at $j=0$, and the right-hand one vanishes at the largest possible $j$. Write $J$ for the mean of $j$ and $s^2$ for its variance, so that $\langle j^2\rangle=J^2+s^2$. Then

$$J(N_b-n+J)+s^2=e^{E_s/kT}\left[(N_g-J)(n-J)+s^2\right].$$

The law for mean occupancies is recovered when $s^2$ is negligible beside both products. The products grow as the square of the system size. Near the peak the weight is nearly Gaussian, and the slope of the logarithm of the ratio gives

$$\frac1{s^2}\approx\frac1J+\frac1{n-J}+\frac1{N_g-J}+\frac1{N_b-n+J},$$

so $s^2$ grows only as the size itself. The relative error of the law thus falls as one over the size.

A complete sum over $j$ shows this. It used 40 000 000 bulk sites, 40 000 boundary sites and 6374 vacancies, with the problem's $T$ and $E_s$. The formula, given the mean bulk occupancy from the sum, reproduced the mean boundary occupancy with a relative error of $8.9\times10^{-6}$. A system one tenth as large had an error of $8.9\times10^{-5}$.

## Solution of part (a)

Define the boundary odds

$$r=\frac{x_b}{1-x_b}e^{E_s/kT}.$$

The law reads $x_g=r(1-x_g)$. Collecting the terms in $x_g$ gives $x_g(1+r)=r$, and so

$$x_g=\frac{r}{1+r}.$$

For the given values,

$$r=\frac{0.0001}{0.9999}\times630.8=0.0631,\qquad
x_g=\frac{0.0631}{1.0631}=0.0593 .$$

About 6 percent of the grain-boundary oxygen sites are vacant.

The tempting answer also rounds to 6 percent, and it is useful to see why. Its ratio to the right answer is

$$\frac{x_b e^{E_s/kT}}{x_g}=\frac{r(1-x_b)}{r/(1+r)}=(1-x_b)(1+r)\approx1+r .$$

The relative error is therefore close to $r$ itself, or 6.3 percent of the correct $x_g$. For a dilute bulk, the shortcut is good when $r\ll1$, which means that the boundary must be dilute too. A dilute bulk alone does not guarantee this.

A case nearer saturation separates the two formulas clearly. For 4 000 000 bulk sites, 4000 boundary sites and 1500 vacancies at 900 K, with $E_s$ raised to 0.7 eV, the complete sum gives $x_g=0.319$. The shortcut, applied to the bulk occupancy found in that same sum, gives 0.468. Treating this number as odds instead gives $0.468/1.468=0.319$, in agreement with the sum.

Other limits follow from the same formula. If $E_s=0$, then $x_g=x_b$. If $E_s<0$, the boundary is depleted of vacancies. As $E_s/kT$ grows at fixed $x_b$, $r$ grows without limit and $x_g$ approaches one. Half the boundary sites are vacant when $r=1$, which for this bulk occupancy at 900 K requires $E_s=kT\ln(9999)\approx0.714$ eV.

## Solution of part (b)

In part (a), $x_b$ was the final occupancy of the grain interior. In part (b) the interior must supply the boundary from a fixed stock, so $x_b$ is unknown.

First find the fraction $f$ of oxygen sites that lie in boundaries. Each square cell is 10 nm wide, and its interior is $10-0.5=9.5$ nm wide. For equal site densities in both regions,

$$f=1-\left(\frac{9.5}{10}\right)^2=0.0975 .$$

Let $c=0.0001$ be the average vacancy fraction and $B=e^{E_s/kT}=630.8$. Conservation requires

$$f x_g+(1-f)x_b=c .$$

The segregation law, solved for $x_g$ and cleared of its inner fraction, is

$$x_g=\frac{Bx_b}{1-x_b+Bx_b}=\frac{Bx_b}{1+(B-1)x_b}.$$

Substitute this into the conservation condition and multiply by $1+(B-1)x_b$:

$$fBx_b+(1-f)x_b\left[1+(B-1)x_b\right]=c\left[1+(B-1)x_b\right].$$

Collecting powers of $x_b$ gives

$$(1-f)(B-1)x_b^2+\left[fB+1-f-c(B-1)\right]x_b-c=0 .$$

The product of the two roots is negative, so there is one positive root. The coefficient of $x_b$ is $61.50+0.90-0.06=62.34$, and that of $x_b^2$ is about 568. Neglecting the square gives $x_b\approx0.0001/62.34=1.604\times10^{-6}$. The neglected term is then about $1.5\times10^{-9}$, which is indeed small beside $c=10^{-4}$. Hence

$$x_b=1.60\times10^{-6},\qquad x_g=1.01\times10^{-3}.$$

Only about 0.1 percent of the boundary sites are vacant. The Boltzmann factor is the same as in part (a), but the boundaries have drained the grains, whose occupancy has fallen by a factor of about 62.

The same balance shows what part (a) implies for this film. There the average vacancy fraction is

$$0.0975\times0.0593+0.9025\times0.0001=0.0059,$$

nearly 59 times the bulk value, and over 98 percent of the vacancies sit in the boundaries. Such a film must have lost oxygen to its surroundings or to an electrode, or have been deficient in oxygen from the start. When segregation is this strong, a quoted vacancy fraction is of little use until one knows whether it refers to the grain interior or to the whole film.

## How firm is 6 percent?

The answer to part (a) depends strongly on $E_s$. Taking the logarithm of the law and differentiating at fixed $x_b$ and $T$ gives

$$\frac{1}{x_g(1-x_g)}\frac{dx_g}{dE_s}=\frac1{kT},
\qquad\text{so}\qquad
\frac{d\ln x_g}{dE_s}=\frac{1-x_g}{kT}.$$

Since $kT$ is only 0.078 eV, small errors in energy matter. With $E_s=0.45$ eV the occupancy is 0.032, and with 0.55 eV it is 0.107. A segregation entropy $\Delta S$ multiplies $r$ by $e^{\Delta S/k}$. For $\Delta S=-k$ and $+k$ the occupancy becomes 0.023 and 0.146.

A real boundary also offers sites of different energies. If $E_s$ has a Gaussian distribution centred on 0.5 eV with a standard deviation of 0.1 eV, the mean occupancy is 0.101, well above 0.059. To see why a symmetric spread raises the mean, take two sites with energies $E_s\pm d$ and set $C=\cosh(d/kT)$. Their odds are $re^{d/kT}$ and $re^{-d/kT}$, and the sum of their occupancies is

$$\frac{2r^2+2rC}{1+2rC+r^2}.$$

Subtracting $2r/(1+r)$, the value for two sites at the central energy, leaves

$$\frac{2r(C-1)(1-r)}{(1+r)(1+2rC+r^2)} .$$

This is positive for every $d\ne0$ when $r<1$. The deeper site gains more than the shallower one loses. Above half filling, where $r>1$, the sign reverses.

Interactions between vacancies act differently. For a model boundary, a periodic $4\times5$ square lattice was summed over all its configurations, with $r$ held at the value of part (a). A repulsion of 0.05 eV between nearest neighbours lowers the occupancy to 0.054, and an attraction of the same size raises it to 0.075. A $4\times4$ lattice agrees with each value to within 1 percent. These are results for a chosen geometry, but they show that interactions of this size already matter at an occupancy of 6 percent.

Neutrality is a stronger condition. Suppose the vacancies carried charge $+2e$ and the boundary were 0.1 V positive relative to the grain. Moving a vacancy there would cost an additional 0.2 eV, leaving an effective segregation energy of 0.3 eV. With the same bulk occupancy and the same 0.5 eV of non-electrostatic binding, $x_g$ would fall to 0.0048, a factor of about 12. For a charged defect the potential must be found together with the vacancy distribution, because the vacancies themselves help to create it.

## A hafnium-oxide memory film

Polycrystalline hafnium oxide, used in resistive memory, gives these numbers a setting. A grain width of 10 nm and an anneal near 900 K are plausible rough values for a thin film, while the bulk occupancy and the single segregation energy are round model parameters. With roughly $5.5\times10^{22}$ oxygen sites per cm³ in both regions, part (a) corresponds to $5.5\times10^{18}$ vacancies per cm³ in the grains and $3.3\times10^{21}$ per cm³ in the boundaries. The latter is a high local density, at which independent vacancies are a rough approximation. Real films also have varied boundary structures, the monoclinic phase has two inequivalent oxygen sites even in the grain interior, and the vacancies may be charged, depending on the Fermi level. Within the models above, the chosen energy spread raises the answer by a factor of 1.7, while the chosen charge and potential lower it by a factor of 12.

Equilibrium also takes time. For a random walk of $M$ independent hops of length $a$, the cross terms between different hops average to zero, so the mean square displacement is $Ma^2$. Setting this equal to the square of half a grain width, with $a=0.26$ nm, gives $M=(5/0.26)^2\approx370$ hops. Let the total hop rate be $\nu e^{-E_m/kT}$, with $\nu=10^{13}$ s⁻¹ and migration barrier $E_m$. The time at 900 K is then about 6 s for $E_m=2.0$ eV and about 1000 s for 2.4 eV. Both barriers are illustrative. These times are order-of-magnitude estimates for transport across half a grain, because the mean square displacement includes motion along the column, which brings a vacancy no closer to a side boundary. Filling an initially unsegregated boundary to 6 percent takes longer, because the film then holds nearly 59 times the bulk vacancy fraction. Draining a uniformly deficient grain by that factor takes about four times as long. If the vacancies must instead enter through one face of a film 10 nm thick and move only through the grain interior, the time is several hundred times longer. Faster paths along the boundaries would shorten it.

At an operating temperature of 358 K the same model gives a waiting time for a single hop of $4.5\times10^{7}$ years with the lower barrier. The vacancy distribution is then frozen. It need not be exactly that of the anneal, because vacancies can still redistribute during cooling until their hops become too slow, at a temperature that depends on the cooling rate. Inserting 358 K into the segregation law would describe an equilibrium that the film does not reach. This conclusion is for neutral vacancies moving thermally over these barriers. It does not hold for vacancies with much lower barriers, as charged ones may have: for 0.7 eV the same formula gives a hop in under a millisecond at 358 K. Nor does it cover switching, during which strong fields, local heating and changes of charge state can alter the motion.

The numerical output below gives the main values used here.

## Table of computed values

```
Bulk vacancy occupancy xb: 0.0001
Temperature: 900 K
Segregation energy Es: 0.50 eV
Thermal energy kT: 0.07756 eV
Es/kT: 6.4470
Boltzmann factor exp(Es/kT): 630.8
Boundary odds r: 0.06308
Boundary occupancy xg: 0.05934 = 5.93 percent
Dilute estimate xb exp(Es/kT): 0.06308
Dilute estimate too high by: 6.3 percent
Canonical sum, bulk sites: 40000000, boundary sites: 40000
Canonical sum, vacancies: 6374
Canonical sum, bulk occupancy: 1.0001e-04
Canonical sum, boundary occupancy: 0.05934
Relative error of law, small system: 8.9e-05
Relative error of law, tenfold system: 8.9e-06
Near saturation (Es = 0.7 eV), canonical xg: 0.319
Near saturation, dilute estimate: 0.468
Grain width: 10.0 nm; boundary width: 0.5 nm
Boundary site fraction f: 0.0975
Average vacancy occupancy of film: 0.00588
Oxygen site density (rough): 5.5e+22 cm^-3
Bulk vacancy density: 5.5e+18 cm^-3
Boundary vacancy density: 3.3e+21 cm^-3
Closed film with average 0.0001, xb: 1.604e-06
Closed film with average 0.0001, xg: 1.011e-03
xg for Es lower by 0.05 eV: 0.0320
xg for Es higher by 0.05 eV: 0.1073
Mean xg for Gaussian spread 0.1 eV: 0.1011
xg for segregation entropy -1 k: 0.0227
xg for segregation entropy +1 k: 0.1464
xg with neighbour repulsion 0.05 eV: 0.0537
xg with neighbour attraction 0.05 eV: 0.0748
xg for charge +2e and boundary at +0.1 V: 0.00476
Hop length: 0.26 nm; attempt rate: 1e+13 s^-1
Hops to cover half a grain: 370
Barrier 2.0 eV, half-grain time at 900 K: 5.9 s
Barrier 2.0 eV, one hop at 358 K: 4.5e+07 years
Barrier 2.4 eV, half-grain time at 900 K: 1e+03 s
Barrier 2.4 eV, one hop at 358 K: 1.9e+13 years
```
